# Burstein-Moss shift in n-type InSb: parabolic bands and the Kane model, part 1

(Sections cited here and not found follow in the second part.)

## Problem

A direct-gap semiconductor has its gap $E_g$ at $\mathbf k = 0$. It is doped with donors so that the conduction band holds $n$ electrons per unit volume. Treat the electrons as independent, the bands as isotropic and twofold spin degenerate, the temperature as zero and the valence bands as full. The Burstein-Moss shift is the amount by which the lowest photon energy absorbed in a direct interband transition exceeds $E_g$.

Take InSb with $n = 10^{18}\ \text{cm}^{-3} = 10^{-3}\ \text{nm}^{-3}$. The band parameters are rough low-temperature measured sizes, good to one or two figures: gap $E_g \approx 0.24$ eV, conduction band-edge mass $m_e \approx 0.014\,m_0$, heavy-hole mass $m_h \approx 0.4\,m_0$, spin-orbit splitting $\Delta \approx 0.8$ eV and refractive index $n_r \approx 4$. Here $m_0$ is the free-electron mass and $\hbar^2/2m_0 = 0.0381\ \text{eV nm}^2$.

(a) Find the shift for parabolic bands in terms of the Fermi energy $E_F$ and the masses, and evaluate it.

(b) Derive the conduction-band dispersion of the Kane model, find the shift in that model, and show in which direction it departs from (a) and why.

(c) Decide whether the mass factor found in (a) survives in (b), which valence band sets the edge, and how large the effects of finite $\Delta$, the free-electron term, the photon momentum and a temperature of 77 K are.

Energies $\varepsilon$ are measured upward from the bottom of the conduction band, and energies $E = E_g + \varepsilon$ from the top of the valence band. Numbers are carried to four figures so that small differences between models can be seen. The arithmetic was done with unrounded values, so a last digit may differ by one from what the rounded factors give. The inputs justify only two figures in the final shifts.

## First estimate by scaling

The density supplies one length, $n^{-1/3}$. A parabolic band supplies only $\hbar^2/m_e$, which has the dimension of energy times length squared. The only energy that can be formed is $\hbar^2 n^{2/3}/m_e$, so the shift must be this energy times a function of $m_e/m_h$.

The pure number comes from counting states. In a periodic cube of volume $V = L^3$ each component of $\mathbf k$ is an integer multiple of $2\pi/L$, so one allowed $\mathbf k$ occupies the volume $(2\pi)^3/V$ and holds two electrons of opposite spin. If the band energy depends only on $k = |\mathbf k|$ and rises with it, the lowest states fill a sphere of radius $k_F$, and
$$nV = 2\cdot\frac{4\pi k_F^3/3}{(2\pi)^3/V} = \frac{V k_F^3}{3\pi^2}, \qquad k_F = (3\pi^2 n)^{1/3}.$$
No mass and no band shape entered, so $k_F$ is the same for a parabolic and for a nonparabolic band. For the given density
$$k_F = (3\pi^2\times 10^{-3}\ \text{nm}^{-3})^{1/3} = 0.3094\ \text{nm}^{-1}.$$

Three energies belong to this wavevector:
$$\gamma_0 = \frac{\hbar^2k_F^2}{2m_0} = 0.0381\times 0.3094^2 = 0.003646\ \text{eV},$$
$$\gamma = \frac{\hbar^2k_F^2}{2m_e} = \frac{0.003646}{0.014} = 0.2605\ \text{eV}, \qquad \gamma_h = \frac{\hbar^2k_F^2}{2m_h} = \frac{0.003646}{0.4} = 0.009116\ \text{eV}.$$
The light electron mass makes $\gamma$ the dominant scale, and the first estimate of the shift is $\gamma$, a little more than a quarter of an electronvolt, with a correction of relative size $m_e/m_h$ from the hole.

The same kind of argument warns against this estimate. A real band brings a second energy, $E_g$, and with it the dimensionless ratio
$$\frac{\gamma}{E_g} = \frac{0.2605}{0.24} = 1.085.$$
The conduction mass is small because the conduction state at wavevector $k$ is pushed upward by the valence states below it. Second-order perturbation theory gives this push as $Q^2k^2/E_g$, with $Qk$ the coupling matrix element and $E_g$ the energy denominator. An electron at energy $\varepsilon$ above the band edge lies $E_g + \varepsilon$ above the valence edge, so the denominator should grow and the push should weaken. Replacing $E_g$ by $E_g + \gamma$ in the denominator turns $\gamma$ into $\gamma/(1 + \gamma/E_g)$, about $\gamma/2$ here. This step is heuristic. It suggests that the Fermi energy lies between about half of $\gamma$ and $\gamma$ itself, and that the correction is of order one and cannot be treated as small.

## Exact solution

### The edge as a vertical transition at $k_F$

By the golden rule, light of frequency $\omega$ lifts an electron from a valence state $v$ to a conduction state $c$ at a rate proportional to $|M_{cv}|^2 f_v(1 - f_c)\,\delta(E_c - E_v - \hbar\omega)$, where $M_{cv}$ is the matrix element of the momentum along the polarization and $f$ are occupations. Stimulated emission runs backward with the same $|M_{cv}|^2$ and the factor $f_c(1 - f_v)$. The net factor is
$$f_v(1 - f_c) - f_c(1 - f_v) = f_v - f_c,$$
which is $1 - f_c$ for a full valence band. At $T = 0$ it vanishes for $k < k_F$ and equals one for $k > k_F$.

Crystal momentum is conserved, so the final wavevector is the initial one plus the photon wavevector $\mathbf q$. Neglect $\mathbf q$ for now; its effect is evaluated under part (c). The transition is then vertical. With the heavy-hole band at $E_v = -\hbar^2k^2/2m_h$,
$$\hbar\omega(k) = E_g + \varepsilon(k) + \frac{\hbar^2k^2}{2m_h}.$$
Both $k$-dependent terms rise with $k$, so the lowest unblocked transition is the one at $k_F$, and the shift is
$$S = \hbar\omega(k_F) - E_g = \varepsilon(k_F) + \gamma_h .$$
This holds for any isotropic rising conduction band. The second term appears because the electron that reaches the Fermi surface starts from a valence state at $k_F$, which lies $\gamma_h$ below the valence top.

### (a) Parabolic bands

For $\varepsilon = \hbar^2k^2/2m_e$ the Fermi energy is $E_F = \gamma$. Since $\gamma$ and $\gamma_h$ share the factor $\hbar^2k_F^2/2$, their ratio is $\gamma_h/\gamma = m_e/m_h$, and
$$S_{\text{par}} = \gamma + \gamma_h = \left(1 + \frac{m_e}{m_h}\right)E_F = 1.035\times 0.2605 = 0.2696\ \text{eV}.$$
The edge moves from $0.2400$ eV to $0.5096$ eV. With $\lambda = hc/\hbar\omega$ this is a move from $5.17\ \mu$m to $2.43\ \mu$m in vacuum wavelength.

### (b) The Kane Hamiltonian

Write a Bloch state as $e^{i\mathbf k\cdot\mathbf r}u_{\mathbf k}(\mathbf r)$ with $u_{\mathbf k}$ periodic. Since $\mathbf p\,e^{i\mathbf k\cdot\mathbf r}u = e^{i\mathbf k\cdot\mathbf r}(\mathbf p + \hbar\mathbf k)u$, the kinetic energy acting on $u$ is $(\mathbf p + \hbar\mathbf k)^2/2m_0$, and $u_{\mathbf k}$ is an eigenfunction of
$$H_{\mathbf k} = H_0 + \frac{\hbar}{m_0}\mathbf k\cdot\mathbf p + \frac{\hbar^2k^2}{2m_0},$$
where $H_0$ is the Hamiltonian at $\mathbf k = 0$, spin-orbit coupling included. The same substitution in the spin-orbit term produces a further term linear in $\mathbf k$, which the model drops. The Kane model diagonalizes $H_{\mathbf k}$ exactly within eight zone-centre states: the conduction function $S$ and the valence functions $X, Y, Z$, each with two spins. All other bands are called remote and are left out. The last term, $\hbar^2k^2/2m_0$, equals $\gamma_0 = 0.003646$ eV at $k_F$, which is $0.014$ of $\gamma$. It is dropped here and restored under part (c).

The zinc-blende point group fixes the matrix elements. It contains twofold rotations about $x$, $y$, $z$, threefold rotations that permute the axes cyclically, and mirrors that exchange two axes. $S$ is invariant, $X, Y, Z$ transform like $x, y, z$, and all four can be chosen real. A matrix element that changes sign under a symmetry operation is zero.

The twofold rotation about $x$ keeps $x$ and reverses $y$ and $z$. It reverses $\langle S|p_x|Y\rangle$, $\langle S|p_x|Z\rangle$ and $\langle S|p_y|S\rangle$, which therefore vanish, and the permutations of the axes carry these results to the other components. The element $\langle S|p_x|X\rangle$ survives. It is imaginary, because $p_x = -i\hbar\,\partial_x$ acts between real functions, and the threefold rotation makes it equal for the three axes. Define the real constant $P$, of dimension energy times length, by
$$\frac{\hbar}{m_0}\langle S|p_j|X_j\rangle = iP, \qquad X_j = X, Y, Z .$$
Among the valence functions, an element $\langle X_i|p_j|X_l\rangle$ survives all three twofold rotations only if $i, j, l$ are all different. Such an element vanishes for another reason. Being imaginary and Hermitian, it obeys $\langle X|p_y|Z\rangle = \langle Z|p_y|X\rangle^* = -\langle Z|p_y|X\rangle$, while the mirror $x\leftrightarrow z$ gives $\langle X|p_y|Z\rangle = +\langle Z|p_y|X\rangle$. The $\mathbf k\cdot\mathbf p$ term is therefore
$$H_{kp} = P\sum_j k_j\left(i|S\rangle\langle X_j| - i|X_j\rangle\langle S|\right),$$
and it conserves spin.

The spin-orbit term has the form $\mathbf A\cdot\boldsymbol\sigma$ with $\mathbf A\propto\nabla V\times\mathbf p$ an axial vector and $\boldsymbol\sigma$ the Pauli matrices. $A_z$ is imaginary and Hermitian, so in a real basis it is an antisymmetric matrix with zero diagonal. It is invariant under the twofold rotation about $z$, which removes its elements between $X$ or $Y$ on one side and $Z$ or $S$ on the other. The element $\langle S|A_z|Z\rangle$ vanishes because the mirror $x\leftrightarrow y$ reverses $A_z$ and keeps $S$ and $Z$. Only the $X$–$Y$ element is left, so $A_z$ is proportional to the matrix $(L_z)_{ij} = -i\epsilon_{zij}$, and the threefold rotation gives the same constant for $x$ and $y$. With $(L_a)_{ij} = -i\epsilon_{aij}$ the action on the basis is
$$L_xY = iZ,\quad L_xZ = -iY,\quad L_yZ = iX,\quad L_yX = -iZ,\quad L_zX = iY,\quad L_zY = -iX,$$
and $L_xX = L_yY = L_zZ = 0$. The valence part of $H_0$ is written $(\Delta/3)(\mathbf L\cdot\boldsymbol\sigma - 1)$. The eigenvalues of $\mathbf L\cdot\boldsymbol\sigma$ are found below to be $+1$ and $-2$, so this places one level at $0$ and one at $-\Delta$. The states $S$ lie at $E_g$.

$H_{kp}$ couples $S$ to the $p$ orbital pointing along $\mathbf k$, and $\mathbf L\cdot\boldsymbol\sigma$ is unchanged by a joint rotation of orbitals and spin. A rotation of $\mathbf k$ is thus undone by a unitary change of basis, the spectrum depends on $k$ only, and $\mathbf k$ may be taken along $z$. Then $H_{kp}$ couples $S$ to $Z$ alone.

Let $L_\pm = L_x\pm iL_y$ and $\sigma_\pm = (\sigma_x\pm i\sigma_y)/2$, so that $\sigma_+$ turns $\downarrow$ into $\uparrow$ and $\sigma_-$ does the reverse. Multiplying out shows $L_+\sigma_- + L_-\sigma_+ = L_x\sigma_x + L_y\sigma_y$, hence
$$\mathbf L\cdot\boldsymbol\sigma = L_z\sigma_z + L_+\sigma_- + L_-\sigma_+ .$$
With $u = (X + iY)/\sqrt2$ the rules above give
$$L_zu = u, \qquad L_+u = \frac{-Z + Z}{\sqrt2} = 0, \qquad L_-u = \frac{-Z - Z}{\sqrt2} = -\sqrt2\,Z, \qquad L_+Z = -iY - X = -\sqrt2\,u .$$

For the state $u{\uparrow}$ this means $\mathbf L\cdot\boldsymbol\sigma\,u{\uparrow} = u{\uparrow} + (L_+u){\downarrow} = u{\uparrow}$. It has energy $0$ and contains no $Z$, so it does not couple to $S$. The same holds for $\bar u{\downarrow}$ with $\bar u = (X - iY)/\sqrt2$. These two states form the heavy-hole band. It is flat in this eight-state space, and the free-electron term alone would curve it upward. Its downward curvature comes from the remote bands, which is why $m_h$ enters as a separate input.

For the pair $Z{\uparrow}$, $u{\downarrow}$,
$$\mathbf L\cdot\boldsymbol\sigma\,Z{\uparrow} = -\sqrt2\,u{\downarrow}, \qquad \mathbf L\cdot\boldsymbol\sigma\,u{\downarrow} = -u{\downarrow} - \sqrt2\,Z{\uparrow} .$$
The matrix $\begin{pmatrix}0 & -\sqrt2\\ -\sqrt2 & -1\end{pmatrix}$ has the characteristic equation $\lambda^2 + \lambda - 2 = 0$, with roots $+1$ and $-2$. Its first row, $-\sqrt2\,c_u = \lambda c_Z$, gives the normalized eigenvectors
$$|l\rangle = \sqrt{\tfrac23}\,Z{\uparrow} - \sqrt{\tfrac13}\,u{\downarrow}\quad(\lambda = 1,\ E = 0), \qquad |s\rangle = \sqrt{\tfrac13}\,Z{\uparrow} + \sqrt{\tfrac23}\,u{\downarrow}\quad(\lambda = -2,\ E = -\Delta).$$
These are the light-hole and split-off states. Take the conduction basis state as $iS{\uparrow}$, so that $\langle iS|H_{kp}|Z\rangle = (-i)(iPk) = Pk$ is real. The coupling of $iS{\uparrow}$ to $|l\rangle$ and $|s\rangle$ is $Pk$ times their $Z{\uparrow}$ amplitudes, and the three states form the closed block
$$H = \begin{pmatrix}E_g & \sqrt{2/3}\,Pk & \sqrt{1/3}\,Pk\\ \sqrt{2/3}\,Pk & 0 & 0\\ \sqrt{1/3}\,Pk & 0 & -\Delta\end{pmatrix}.$$
The remaining three states are $iS{\downarrow}$, $Z{\downarrow}$ and $-\bar u{\uparrow}$. Since $L_-Z = -iY + X = \sqrt2\,\bar u$ and $L_z\bar u = -\bar u$, the matrix of $\mathbf L\cdot\boldsymbol\sigma$ on $Z{\downarrow}$, $-\bar u{\uparrow}$ is the same $2\times2$ matrix, so the second block is identical and every band is twofold degenerate.

Expand $\det(H - E) = 0$ along the first row:
$$(E_g - E)(-E)(-\Delta - E) - \tfrac23P^2k^2(-\Delta - E) - \tfrac13P^2k^2(-E) = 0 .$$
The first term is $-E(E - E_g)(E + \Delta)$. The other two add to $P^2k^2\left[\tfrac23(E + \Delta) + \tfrac13E\right] = P^2k^2(E + \tfrac23\Delta)$. Hence
$$E(E - E_g)(E + \Delta) = P^2k^2\left(E + \tfrac23\Delta\right).$$
Call the left side minus the right side $F(E)$. For $k > 0$, $F$ is negative as $E\to-\infty$, positive at $-\Delta$ (where it equals $P^2k^2\Delta/3$) and at $-2\Delta/3$ (where the right side vanishes and the left is positive), negative at $0$ and at $E_g$, and positive as $E\to+\infty$. The three roots thus lie below $-\Delta$ (split-off band), between $-2\Delta/3$ and $0$ (light hole) and above $E_g$ (conduction band).

### Fixing $P$ by the band-edge mass

Put $E = E_g + \varepsilon$ and keep the lowest order in $\varepsilon$ and $k^2$: $E_g\,\varepsilon\,(E_g + \Delta) = P^2k^2(E_g + \tfrac23\Delta)$. Comparing with $\varepsilon = \hbar^2k^2/2m_e$ gives
$$P^2 = \frac{\hbar^2}{2m_e}\,\frac{E_g(E_g + \Delta)}{E_g + 2\Delta/3}.$$
All versions of the model below are compared at the same $m_e$, with $P$ adjusted to it. Define
$$r(E) = \frac{E + \Delta}{E + 2\Delta/3} = 1 + \frac{\Delta/3}{E + 2\Delta/3}.$$
Dividing the cubic by $E + 2\Delta/3$ and inserting $P^2$ gives, at $k = k_F$,
$$\varepsilon\,(E_g + \varepsilon)\,r(E_g + \varepsilon) = \gamma\,E_g\,r(E_g).$$

### The two-band law and its Fermi energy

For $\Delta\to\infty$ at fixed $E$, $r\to 3/2$ on both sides and cancels. Dividing by $E_g$, and restoring a general $k$,
$$\varepsilon\left(1 + \frac{\varepsilon}{E_g}\right) = \frac{\hbar^2k^2}{2m_e}.$$
This is the two-band Kane law: only the conduction and light-hole states of the block remain coupled. Here $P^2 = \tfrac32E_g\,\hbar^2/2m_e$, and the Kane energy $E_P = 2m_0P^2/\hbar^2$ is $1.5\times0.24/0.014 = 25.71$ eV.

At $k_F$ the law is the quadratic $\varepsilon^2 + E_g\varepsilon - \gamma E_g = 0$. The conduction band is the root that vanishes with $\gamma$:
$$\varepsilon_F = \frac{E_g}{2}\left[\sqrt{1 + \frac{4\gamma}{E_g}} - 1\right].$$
It rises with $k$, so the counting of states and the location of the edge at $k_F$ apply unchanged. Numerically,
$$\sqrt{1 + 4\times1.085} = 2.311, \qquad \varepsilon_F = \frac{0.24}{2}\,(2.311 - 1) = 0.1573\ \text{eV},$$
$$S_K = \varepsilon_F + \gamma_h = 0.1573 + 0.0091 = 0.1664\ \text{eV}.$$
The edge lies at $0.4064$ eV, or $3.05\ \mu$m. Rearranging the root gives a relation used repeatedly below, $1 + 2\varepsilon_F/E_g = \sqrt{1 + 4\gamma/E_g} = 2.311$.

The shift is 0.2696 eV for parabolic bands and 0.1664 eV for the two-band Kane law. It remains to show why the Kane shift is smaller and to settle part (c): the mass factor, the valence band that sets the edge, and the size of the refinements.

Numbers in the example were calculated in double precision.
